# Spin-echo diffraction: from displacement propagator to pore form factor: verification in Python

```python
"""Pulsed-gradient spin echo in the narrow-pulse limit.

Result under test: the normalized echo E(q, Delta) is the Fourier transform
of the average displacement propagator, and for a closed connected pore it
tends at long Delta to |S(q)|^2, S being the normalized pore form factor.

Symbols: q = gamma*delta*g/(2 pi) wave number, a slab width, D diffusion
coefficient, Delta pulse separation (leading edges), delta pulse duration.
Reduced variables: qa = q*a, tau = D*Delta/a^2, pulse = D*delta/a^2.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import j1, jn_zeros, spherical_jn

pi = np.pi
nodes, weights = np.polynomial.legendre.leggauss(60)
unit_x, unit_w = (nodes + 1) / 2, weights / 2


# Slab propagator by the method of images, then its displacement average
def conditional_propagator(x0, x, tau):
    total = 0.0
    for m in range(-12, 13):
        total = total + np.exp(-(x - x0 + 2*m)**2 / (4*tau))
        total = total + np.exp(-(x + x0 + 2*m)**2 / (4*tau))
    return total / np.sqrt(4*pi*tau)


def average_propagator(shift, tau):
    length = 1 - abs(shift)
    start = max(0.0, -shift) + length*unit_x
    return length*np.sum(unit_w*conditional_propagator(start, start + shift, tau))


shifts = np.concatenate((-unit_x, unit_x))
shift_w = np.concatenate((unit_w, unit_w))


def propagator_table(tau):
    return np.array([average_propagator(z, tau) for z in shifts])


def fourier_echo(qa, table):
    return np.sum(shift_w*table*np.exp(2j*pi*qa*shifts))


# Derived slab formulas
def slab_limit(qa):
    return np.sinc(qa)**2


def mode_echo(qa, tau, count=400):
    kappa = 2*pi*qa
    n = np.arange(1, count + 1)
    strength = 2*kappa**2*np.sinc((kappa - n*pi)/(2*pi))**2/(kappa + n*pi)**2
    return slab_limit(qa) + np.sum(strength*np.exp(-n**2*pi**2*tau))


# Bloch-Torrey equation with finite pulses, in a cosine basis
basis_size = 60
fine_x, fine_w = np.polynomial.legendre.leggauss(200)
fine_x, fine_w = (fine_x + 1)/2, fine_w/2
order = np.arange(basis_size)
basis = np.sqrt(2)*np.cos(pi*np.outer(order, fine_x))
basis[0] = 1.0
position = (basis*fine_w*fine_x) @ basis.T
decay = (pi*order)**2


def bloch_torrey_echo(qa, pulse, tau):
    step = expm(-np.diag(decay)*pulse + 2j*pi*qa*position)
    magnetization = step[:, 0]
    magnetization = np.exp(-decay*(tau - pulse))*magnetization
    magnetization = np.conj(magnetization)      # refocusing pi pulse
    return (step @ magnetization)[0]


for tau in (0.1, 0.4, 1.0):
    table = propagator_table(tau)
    assert abs(np.sum(shift_w*table) - 1) < 1e-9
    assert np.allclose(table[:60], table[60:], atol=1e-9)
    for qa in (0.3, 0.7, 1.0, 1.43, 2.2):
        direct = fourier_echo(qa, table)
        assert abs(direct - mode_echo(qa, tau)) < 1e-7
        excess = direct.real - slab_limit(qa)
        ceiling = (1 - slab_limit(qa))*np.exp(-pi**2*tau)
        assert -1e-9 < excess < ceiling + 1e-9

# Completeness of the modes: no attenuation at zero separation
for qa in (0.4, 1.0, 2.3):
    assert abs(mode_echo(qa, 0.0) - 1) < 1e-5

# Real pulses approach the Fourier transform as they are shortened
table = propagator_table(0.5)
pulse_errors = []
for pulse in (1e-2, 1e-3, 1e-4):
    echo = bloch_torrey_echo(0.7, pulse, 0.5)
    assert abs(echo.imag) < 1e-9
    pulse_errors.append(abs(echo - fourier_echo(0.7, table)))
assert pulse_errors[1] < pulse_errors[0]/5
assert pulse_errors[2] < pulse_errors[1]/5
assert pulse_errors[2] < 5e-4

# Long-time propagator, its mean square, and the low-q curvature of the echo
late_table = propagator_table(3.0)
assert np.allclose(late_table, 1 - np.abs(shifts), atol=1e-8)
mean_square = np.sum(shift_w*shifts**2*late_table)
assert abs(mean_square - 1/6) < 1e-8
assert abs((1 - mode_echo(1e-3, 3.0))/(2*pi**2*1e-6) - mean_square) < 1e-4

# Leading residue at the first zero
residue_factor = 32/(9*pi**2)
residue = fourier_echo(1.0, table).real
assert abs(residue/(residue_factor*np.exp(-pi**2*0.5)) - 1) < 1e-3

# Free diffusion
free = quad(lambda z: np.exp(-z*z/0.4)/np.sqrt(0.4*pi)*np.cos(2*pi*0.5*z),
            -8, 8, limit=200)[0]
assert abs(free - np.exp(-4*pi**2*0.5**2*0.1)) < 1e-8

# First side maximum of the slab limit
tangent_root = brentq(lambda x: np.sin(x) - x*np.cos(x), 4.0, 4.7)
side = minimize_scalar(lambda s: -slab_limit(s), bounds=(1.1, 1.9),
                       method="bounded", options={"xatol": 1e-9})
assert abs(side.x - tangent_root/pi) < 1e-5

# Cylinder and sphere form factors from their projected densities (radius 1)
cylinder_zero, sphere_zero = jn_zeros(1, 1)[0], tangent_root
for x in (1.7, 5.0, cylinder_zero, sphere_zero):
    disc = quad(lambda t: 2/pi*np.sin(t)**2*np.cos(x*np.cos(t)), 0, pi)[0]
    ball = quad(lambda s: 0.75*(1 - s*s)*np.cos(x*s), -1, 1)[0]
    assert abs(disc - 2*j1(x)/x) < 1e-9
    assert abs(ball - 3*spherical_jn(1, x)/x) < 1e-9
    if x == cylinder_zero:
        assert abs(disc) < 1e-9
    if x == sphere_zero:
        assert abs(ball) < 1e-9


# Right-triangular pore, q along a leg: the limit never rises
def triangle_limit(k):
    amplitude = np.sum(fine_w*2*(1 - fine_x)*np.exp(1j*k*fine_x))
    return abs(amplitude)**2


for k in np.linspace(0.5, 40, 80):
    slope = (triangle_limit(k + 1e-4) - triangle_limit(k - 1e-4))/2e-4
    formula = -16*(k*np.cos(k/2) - 2*np.sin(k/2))**2/k**5
    assert abs(slope - formula) < 1e-7
triangle_curve = [triangle_limit(k) for k in np.linspace(0.05, 40, 800)]
assert np.all(np.diff(triangle_curve) < 1e-12)


# Diffusion by hopping on a lattice of cells with reflecting outer faces
def lattice_modes(cells):
    index = {cell: i for i, cell in enumerate(cells)}
    rates = np.zeros((len(cells), len(cells)))
    for (i, j), here in index.items():
        for neighbour in ((i + 1, j), (i, j + 1)):
            if neighbour in index:
                there = index[neighbour]
                rates[here, there] = rates[there, here] = -1
                rates[here, here] += 1
                rates[there, there] += 1
    return np.linalg.eigh(rates)


def lattice_echo(cells, modes, q, time):
    x = np.array([cell[0] + 0.5 for cell in cells])
    wave = np.exp(2j*pi*q*x)
    overlap = np.abs(modes[1].T @ wave)**2/len(cells)
    return np.sum(overlap*np.exp(-modes[0]*time)), abs(np.mean(wave))**2


side_cells = 30
triangle = [(i, j) for i in range(side_cells) for j in range(side_cells - i)]
leg = np.sqrt(side_cells*(side_cells + 1))      # leg of equal-area triangle
triangle_modes = lattice_modes(triangle)
for qa in (0.5, 1.0, 1.5):
    late, _ = lattice_echo(triangle, triangle_modes, qa/leg, 2*leg**2)
    assert abs(late - triangle_limit(2*pi*qa)) < 3e-3
    early, form = lattice_echo(triangle, triangle_modes, qa/leg, 0.1*leg**2)
    ceiling = (1 - form)*np.exp(-triangle_modes[0][1]*0.1*leg**2)
    assert form < early < form + ceiling

# Two separated pores: mean of the squares, not the square of the whole
pair = [(i, 0) for i in range(40)] + [(i, 0) for i in range(60, 120)]
pair_q = 0.012
pair_echo, whole_form = lattice_echo(pair, lattice_modes(pair), pair_q, 20000)
pair_mean = 0.4*slab_limit(40*pair_q) + 0.6*slab_limit(60*pair_q)
assert abs(pair_echo - pair_mean) < 1e-3
assert abs(pair_echo - whole_form) > 0.05

# Worked example
D, a = 2.0e-9, 10e-6
gamma = constants.physical_constants["proton gyromag. ratio"][0]
print(f"diffusion coefficient D = {D:.2e} m^2/s")
print(f"plate separation a = {a*1e6:.1f} um")
print(f"proton gyromagnetic ratio = {gamma:.5e} rad/(s T)")
print(f"diffusion time a^2/D = {a*a/D*1e3:.2f} ms")
print(f"slowest mode decay time a^2/(pi^2 D) = {a*a/(pi**2*D)*1e3:.3f} ms")
print(f"first zero q = 1/a = {1e-3/a:.2f} mm^-1")
print(f"first side maximum at q*a = {side.x:.4f} (dimensionless)")
print(f"height of first side maximum = {-side.fun:.5f} (dimensionless)")
print(f"long-time rms displacement = {a*np.sqrt(mean_square)*1e6:.3f} um")
print(f"residue factor 32/(9 pi^2) = {residue_factor:.4f} (dimensionless)")
print("echo E (dimensionless) at q*a = 0.5, 1, side maximum:")
for milliseconds in (5, 10, 20, 50):
    tau = D*milliseconds*1e-3/a**2
    row = [mode_echo(s, tau) for s in (0.5, 1.0, side.x)]
    print(f"  Delta = {milliseconds:2d} ms: " + "  ".join(f"{e:.3e}" for e in row))
row = [slab_limit(s) for s in (0.5, side.x)]
print(f"  infinite Delta: {row[0]:.3e} at 0.5, {row[1]:.3e} at side maximum")
print(f"free diffusion E at q*a = 1, 20 ms = {np.exp(-4*pi**2*D*0.02/a**2):.2e}")


def first_minimum(curve):
    found = minimize_scalar(curve, bounds=(0.8, 1.4), method="bounded",
                            options={"xatol": 1e-8})
    assert 0.81 < found.x < 1.39
    assert curve(found.x - 0.05) > found.fun < curve(found.x + 0.05)
    return found.x, found.fun


print("first minimum, ideal pulses:")
for milliseconds in (20, 50):
    tau = D*milliseconds*1e-3/a**2
    place, depth = first_minimum(lambda s: mode_echo(s, tau))
    print(f"  Delta = {milliseconds} ms: q = {place*1e-3/a:.3f} mm^-1, E = {depth:.3e}")

print("first minimum, finite pulses, Delta = 50 ms:")
tau = D*0.05/a**2
places = []
for duration in (0.1e-3, 1.0e-3):
    pulse = D*duration/a**2
    place, depth = first_minimum(lambda s: bloch_torrey_echo(s, pulse, tau).real)
    places.append(place)
    gradient = 2*pi/(a*gamma*duration)
    print(f"  delta = {duration*1e3:.1f} ms: D*delta/a^2 = {pulse:.4f} (dimensionless)")
    print(f"    gradient for q = 1/a: {gradient:.3f} T/m")
    print(f"    minimum at q = {place*1e-3/a:.2f} mm^-1, E = {depth:.2e}")
    print(f"    apparent separation 1/q = {a*1e6/place:.3f} um")
assert 1.0 < places[0] < places[1]

print(f"cylinder: first zero at q*diameter = {cylinder_zero/pi:.4f} (dimensionless)")
print(f"sphere: first zero at q*diameter = {sphere_zero/pi:.4f} (dimensionless)")
print(f"triangle: limit at q*leg = 1 is {triangle_limit(2*pi):.4f} (dimensionless)")
print(f"two pores (40 and 60 cells, gap 20), q = {pair_q} per cell:")
print(f"  long-time echo = {pair_echo:.4f} (dimensionless)")
print(f"  volume-weighted mean of squares = {pair_mean:.4f} (dimensionless)")
print(f"  squared form factor of the whole = {whole_form:.4f} (dimensionless)")
print("checks complete")
```

Running it gives:

```
diffusion coefficient D = 2.00e-09 m^2/s
plate separation a = 10.0 um
proton gyromagnetic ratio = 2.67522e+08 rad/(s T)
diffusion time a^2/D = 50.00 ms
slowest mode decay time a^2/(pi^2 D) = 5.066 ms
first zero q = 1/a = 100.00 mm^-1
first side maximum at q*a = 1.4303 (dimensionless)
height of first side maximum = 0.04719 (dimensionless)
long-time rms displacement = 4.082 um
residue factor 32/(9 pi^2) = 0.3603 (dimensionless)
echo E (dimensionless) at q*a = 0.5, 1, side maximum:
  Delta =  5 ms: 5.934e-01  1.439e-01  5.649e-02
  Delta = 10 ms: 4.748e-01  5.023e-02  4.817e-02
  Delta = 20 ms: 4.149e-01  6.952e-03  4.731e-02
  Delta = 50 ms: 4.053e-01  1.863e-05  4.719e-02
  infinite Delta: 4.053e-01 at 0.5, 4.719e-02 at side maximum
free diffusion E at q*a = 1, 20 ms = 1.39e-07
first minimum, ideal pulses:
  Delta = 20 ms: q = 101.208 mm^-1, E = 6.813e-03
  Delta = 50 ms: q = 100.003 mm^-1, E = 1.863e-05
first minimum, finite pulses, Delta = 50 ms:
  delta = 0.1 ms: D*delta/a^2 = 0.0020 (dimensionless)
    gradient for q = 1/a: 23.487 T/m
    minimum at q = 100.06 mm^-1, E = 1.91e-05
    apparent separation 1/q = 9.994 um
  delta = 1.0 ms: D*delta/a^2 = 0.0200 (dimensionless)
    gradient for q = 1/a: 2.349 T/m
    minimum at q = 101.67 mm^-1, E = 2.22e-05
    apparent separation 1/q = 9.836 um
cylinder: first zero at q*diameter = 1.2197 (dimensionless)
sphere: first zero at q*diameter = 1.4303 (dimensionless)
triangle: limit at q*leg = 1 is 0.1013 (dimensionless)
two pores (40 and 60 cells, gap 20), q = 0.012 per cell:
  long-time echo = 0.2449 (dimensionless)
  volume-weighted mean of squares = 0.2448 (dimensionless)
  squared form factor of the whole = 0.1699 (dimensionless)
checks complete
```
